\section*{Why effective-medium theory overestimates the conduction threshold of a cubic network}

\section{The decision: does a partly closed network stop the oxidant?}

Suppose that atomistic calculations on a barrier layer have sorted the openings between neighbouring oxidant sites into passable and impassable ones, and that 30\% are passable. To turn this fraction into a permeability one can use a one-line effective-medium formula or solve the flow on sampled networks. For a simple cubic network the formula predicts a perfect barrier. The solved flow is about 2\% of that through the fully open network, so here the choice of method decides whether the layer is judged tight.

Single-bond effective-medium theory (EMT) puts the cubic threshold at $1/3$, whereas the true value is near $0.249$. It is tempting to blame bypass paths that the theory neglects. That explanation fails: in an exact count of bonds, loops raise the threshold. EMT is too high on this lattice because it spends bonds on joining all sites into one cluster, while at the true threshold the network is still split into many clusters, far more than it has loops.

\section{Model and conventions}

Each site has $z$ neighbours. An opening, or bond, is open with probability $p$, independently of all others, and then has hopping rate $1$; otherwise its rate is $0$. All sites have the same energy, so forward and backward rates are equal and the solubility is the same on every site the oxidant can reach. The oxidant is dilute and does not react. With site occupation $n_i$ and rate $h_{ij}$,
\begin{equation}
\frac{dn_i}{dt}=\sum_j h_{ij}(n_j-n_i)=0
\end{equation}
in steady flow. This is Kirchhoff's current law, with occupation as potential and rate as conductance. I call a difference of occupation a voltage.

The relative permeability $g$ is the flux under a given mean gradient divided by the flux through the fully open network. It is dimensionless. For a cubic network with site spacing $a$ and open rate $\Gamma$, the flux is $g\Gamma a^2$ times the gradient of a concentration counted as if every site held the local occupation of the connected sites. In a layer filled from its faces only the connected share $P$ of the sites takes up oxidant, so the diffusion coefficient referred to the concentration actually dissolved is $g\Gamma a^2/P$.

\section{What the theory does}

\subsection{One bond in a uniform medium}

Give every bond the conductance $g$ in a large periodic lattice of $N$ sites whose bonds are all equivalent by symmetry. Inject a current $I$ at site $A$ and remove $I/N$ from every site. The net current $I(1-1/N)$ leaving $A$ divides equally among $z$ bonds. Now remove $I$ at a neighbour $B$ and inject $I/N$ at every site: the bond $AB$ again carries $I(1-1/N)/z$ from $A$ to $B$. In the sum of the two flows the uniform backgrounds cancel, and the bond carries $2I(1-1/N)/z$. Dividing its voltage by $I$ gives, for large $N$, the resistance between neighbours,
\begin{equation}
R=\frac{2}{zg}=\frac{1}{mg},\qquad m=\frac z2 .
\label{eq:R}
\end{equation}
The total conductance $1/R=mg$ includes the bond's own $g$. The rest of the lattice therefore provides a bypass of conductance $(m-1)g$.

Next apply a mean gradient that gives a chosen bond voltage $1$, and change its conductance to $h$. Its voltage becomes $V$ and its current $hV=gV+(h-g)V$. The uniform medium thus sees an extra current $(h-g)V$ taken from the upstream end and delivered to the downstream end. This lowers the voltage by $R(h-g)V$:
\begin{equation}
V=1-R(h-g)V
\quad\Rightarrow\quad
V=\frac{1}{1+R(h-g)}=\frac{mg}{h+(m-1)g}.
\label{eq:V}
\end{equation}
For $z=6$ and $g=1$ a closed bond has $V=3/2$, and a bond with $h=4$ has $V=1/2$. Direct solutions on 1728 sites give $1.4996$ and $0.5001$.

\subsection{Self-consistency and the threshold}

The mean voltage of the bonds along the gradient is fixed by the gradient, because the periodic part of the potential sums to zero. EMT assigns each bond the voltage \eqref{eq:V} and requires $\langle V\rangle=1$. For $g>0$,
\begin{equation}
p\,\frac{mg}{1+(m-1)g}+(1-p)\frac{m}{m-1}=1 .
\end{equation}
Moving the second term to the right gives
\begin{equation}
\frac{pmg}{1+(m-1)g}
=\frac{m-1-m+pm}{m-1}=\frac{pm-1}{m-1}.
\end{equation}
Cross-multiplication, followed by collecting the terms in $g$, gives
\begin{align}
pm(m-1)g&=(pm-1)+(pm-1)(m-1)g,\\
(m-1)g&=pm-1,\\
g&=\frac{pz/2-1}{z/2-1}.
\label{eq:emt}
\end{align}
A positive solution needs $p>2/z$; below that, EMT gives $g=0$. For $z=6$ the formula is $g=(3p-1)/2$ and the threshold is $1/3$.

\subsection{The limit of few closed bonds}

Let a small fraction $q=1-p$ be closed. On the cubic lattice there are $N$ bonds along the gradient, and their voltages sum to $N$. If one of them is closed, the total current in these bonds is $N$ minus the voltage across the closed bond, which is $m/(m-1)=3/2$. Closed transverse bonds have no voltage in the uniform flow and do not matter at this order. With $qN$ closed bonds far apart,
\begin{equation}
g=1-\tfrac32 q+O(q^2).
\end{equation}
Equation \eqref{eq:emt} is this same straight line. The EMT threshold is thus the dilute result extended to $g=0$, at $q=2/3$, as if each further closure cost the same. Nothing in that extension asks which sites are still connected.

\section{Why the threshold is misplaced}

\subsection{A sum rule shows what EMT assumes}

Consider a real network with $B$ open bonds of conductance $1$, $N$ sites and $C$ clusters, an isolated site counting as a cluster. Let $A$ be the matrix with one row per open bond, holding $+1$ at one end and $-1$ at the other. The conductance matrix is $K=A^{T}A$, and the resistance $R_b$ between the ends of bond $b$ is the corresponding diagonal element of $AK^{+}A^{T}$, where $K^{+}$ is the pseudo-inverse. Since a trace is unchanged by cyclic permutation,
\begin{equation}
\sum_b R_b=\mathrm{Tr}\,(AK^{+}A^{T})
=\mathrm{Tr}\,(K^{+}K)=\mathrm{rank}\,K=N-C .
\label{eq:foster}
\end{equation}
The third equality holds because $K^{+}K$ is a projector. The last holds because $x^{T}Kx$ is the sum of squared voltages, which vanishes when $x$ is constant on each cluster and for no other $x$; there are $C$ such independent vectors. This is Foster's rule.

In EMT an open bond lies in parallel with the bypass $(m-1)g$, so its resistance is $1/[1+(m-1)g]$. There are $pm$ open bonds per site. Using $(m-1)g=pm-1$,
\begin{equation}
\frac1N\sum_b R_b\bigg|_{\rm EMT}
=\frac{pm}{1+(m-1)g}=\frac{pm}{pm}=1 .
\end{equation}
The real value is $1-C/N$. EMT therefore satisfies the sum rule of a network in which all sites belong to one cluster.

This also shows why its solution ends at $2/z$. A bond of conductance $1$ cannot have a resistance above $1$, since a bypass can only lower it. To reach a sum of $N$, the network needs at least $N$ open bonds, that is $pz/2\ge1$. At equality every open bond has resistance $1$ and no bypass: the medium is counted as a tree that spans all sites.

One diluted cubic sample at $p=0.30$ makes the difference concrete. It has 512 sites, 485 open bonds and 63 clusters. The resistances sum to $512-63=449$, an average of $449/485=0.93$ per bond. EMT would require $512/485=1.06$, which is impossible, so it reports no conduction. The real average is below $1$ because some bonds do have bypasses.

\subsection{The exact count of clusters and loops}

Build the open network bond by bond, starting from $N$ isolated sites. Each new bond either joins two clusters or closes a loop. Reaching $C$ clusters takes $N-C$ joining bonds, and the other $L$ bonds close independent loops. Hence $B=N-C+L$. In a large network $B/N=pz/2$. With $c=C/N$ and $\ell=L/N$,
\begin{equation}
p=\frac2z\,(1-c+\ell),\qquad
p_c-\frac2z=\frac2z\,(\ell-c)\Big|_{p=p_c}.
\label{eq:count}
\end{equation}
The first relation holds at every $p$; the second evaluates it at the true threshold $p_c$. EMT is too high when clusters outnumber loops there, and too low in the opposite case. Separate clusters lower the threshold, because each one stands for a joining bond that is not spent. What counts is the number of clusters, not the share of sites outside the spanning cluster, which is large at the threshold whichever sign the error has. Loops raise it, because they use bonds without connecting anything new.

Equation \eqref{eq:count} does not predict $p_c$, since $c$ and $\ell$ must be measured. Nor are its two terms mechanisms that can be switched off separately. It does settle the sign with which each enters.

\subsection{An average that hides two populations}

A cluster of $n$ sites needs at least $n-1$ bonds, so its mean number of open bonds per site is at least $2-2/n$. A uniform medium applies this requirement to all sites, which again gives $zp=2$. A real network has to meet it within the spanning cluster alone.

In a cubic sample of 64\,000 sites at $p=0.30$ the mean is $1.79$ open bonds per site, below $2$. (The expected value is $1.80$.) The largest cluster holds $70\%$ of the sites and has a mean of $2.17$; the remaining sites have $0.87$. The average $0.704\times2.170+0.296\times0.872=1.79$ conceals a connected network.

\subsection{Two controls with the same coordination}

If neglected local loops caused the overestimate, a network without them should show none. Take a tree with $z=6$ whose far ends are held at one potential. In the uniform medium with $g=1$, let $b$ be the conductance from a site through one of its bonds to the far ends. That bond is in series with $z-1$ further branches:
\begin{equation}
b=\frac{(z-1)b}{1+(z-1)b}
\;\Rightarrow\;1+(z-1)b=z-1
\;\Rightarrow\;b=\frac{z-2}{z-1}.
\end{equation}
Each of two neighbours reaches the far ends through its other $z-1$ branches, with conductance $(z-1)b=z-2$. These two routes in series give $(z-2)/2$. Adding the direct bond gives $z/2$, so $R=2/z$ as in \eqref{eq:R}. The network enters the single-bond condition through $R$ alone, so EMT again gives $1/3$.

The true threshold is lower. Let $r$ be the probability that a branch is open and leads on without end. Then
\begin{equation}
r=p\left[1-(1-r)^{z-1}\right].
\end{equation}
The right side is concave in $r$ with initial slope $p(z-1)$, so a positive solution exists for $p>1/(z-1)=1/5$. A numerical recursion for the branch conductances finds $11\%$ of branches conducting at $p=0.25$ and none at $p=0.18$. EMT is further off here than on the cubic lattice, although the tree itself contains no loop. Its only bypasses lead through the held far ends, and the uniform medium includes them on average.

The triangular lattice also has $z=6$, and many short loops. Its measured threshold is $0.345\pm0.002$, so here EMT is too low. The error of EMT thus has no fixed sign, even at fixed $z$.

\subsection{What remains true of the bypass argument}

EMT gives every bond the same bypass, $(m-1)g$. In a real network the bypass varies from bond to bond: it is zero for a bond in no loop and finite for a bond in one. It also depends on the same nearby openings that shape the neighbouring bypasses. Neglecting these correlated fluctuations is a real defect of the theory, but by itself it does not say on which side of the true threshold EMT will fall.

\section{How large the error is}

\subsection{Thresholds}

The thresholds were measured on periodic samples by finding the $p$ at which a cluster first closes on itself around the sample in one fixed direction. Finite-size scaling is assumed: the offset of the mean and the spread shrink with the same power of the sample size, so a straight line through (spread, mean) is continued to zero spread. For the cubic lattice with 8 and 16 sites per edge,
\begin{equation}
p_c\approx\frac{0.2551\times0.0246-0.2634\times0.0119}{0.0246-0.0119}
\approx0.247 .
\end{equation}
The standard error is $0.0025$, which covers sampling but not higher finite-size terms. The result agrees with $0.249$ and excludes $1/3$.

Clusters and loops counted at the measured thresholds give, from \eqref{eq:count} with $2/z=1/3$,
\begin{align}
\text{cubic:}\quad &0.3333-\frac{0.2776}{3}+\frac{0.0188}{3}=0.247,\\
\text{triangular:}\quad &0.3333-\frac{0.1152}{3}+\frac{0.1502}{3}=0.345 .
\end{align}
On the cubic lattice the clusters contribute $-0.093$ and the loops $+0.006$. Counting the loops without the clusters would move the estimate away from the true value.

\subsection{Permeability}

Kirchhoff's equations were solved for ten cubic samples of 8000 sites at each $p$. The uncertainties are standard errors.

\begin{center}
\begin{tabular}{ccc}
$p$ & solved $g$ & EMT $g$\\
\hline
0.20 & 0 & 0\\
0.30 & $0.019\pm0.001$ & 0\\
0.333 & $0.046\pm0.001$ & 0\\
0.40 & $0.119\pm0.002$ & 0.100\\
0.60 & $0.397\pm0.002$ & 0.400\\
0.90 & $0.853\pm0.002$ & 0.850
\end{tabular}
\end{center}

At $p=0.60$ and $0.90$ the two agree within about $1.5$ standard errors. At $p=0.40$ EMT is low by $16\%$ of the solved value. At $0.30$ and $1/3$ it misses the whole flow. The agreement at high $p$ reflects the dilute limit, where \eqref{eq:emt} is exact to first order in $q$. How far down in $p$ it extends depends on the lattice, and a small $c$ alone does not guarantee it.

\section{What to do about it}

For independent open and closed bonds on a cubic network, use \eqref{eq:emt} at $p\gtrsim0.6$. Near $p=0.4$ treat it as an estimate: at $p=0.40$ it is low by $16\%$, and the relative error grows towards lower $p$. At lower $p$, solve the flow on sampled networks and average over several of them. On such a cubic network, if the layer is thick and closed openings pass nothing, a barrier design should aim at closing more than about $75\%$ of the openings, not the $67\%$ that EMT suggests.

For another network, do not carry over the cubic correction. The tree, the cubic and the triangular lattice share $z=6$ and have thresholds near $0.20$, $0.25$ and $0.35$. Coordination alone does not fix the answer, so the connectivity of the actual network has to be examined.

Four conditions deserve a check before any threshold is trusted.
\begin{itemize}
\item \emph{Slow openings.} If closed openings have a small rate $\epsilon$ instead of zero, then $g\ge\epsilon$. The dissipated power is the minimum of $\sum h v^2$ over all voltages $v$ compatible with the gradient, so lowering every rate to $\epsilon$ cannot increase the flow. The threshold becomes a crossover.
\item \emph{Thin layers.} Samples with 8 sites per edge have thresholds that scatter by $0.025$. A wide layer that is crossed by $k$ bonds in a row has straight open paths in a fraction $p^k$ of its columns, so a thin layer leaks at every $p>0$ and has no sharp threshold.
\item \emph{Correlated openings.} If closed openings cluster together, $p$ no longer determines the connectivity. The count \eqref{eq:count} still holds with $p$ as the open fraction, but the thresholds given here do not apply.
\item \emph{Unequal sites or reaction.} Different site energies change the solubility and the rates together, and reaction removes oxidant along the way. Both need their own balance equations.
\end{itemize}

The numerical output below lists the sample sizes and statistical errors behind these figures.

\section*{Numbers as computed}
\begin{verbatim}
One bond of conductance h in a uniform cubic medium of conductance 1
  h = 0: relative voltage solved 1.4996, formula 1.5000
  h = 4: relative voltage solved 0.5001, formula 0.5000
EMT threshold 2/z for z = 6: 0.3333
EMT Foster sum per site at p = 0.9: 1.0000
Foster's rule, one cubic sample with 8 sites per edge, p = 0.30
  sites 512, open bonds 485, clusters 63, loops 36
  sum of bond resistances 449.0000, sites minus clusters 449
Thresholds measured from wrapping clusters (z = 6 in both lattices)
  cubic, 8 sites per edge, 600 samples: mean 0.2634, spread 0.0246
  cubic, 16 sites per edge, 250 samples: mean 0.2551, spread 0.0119
  cubic, extrapolated: 0.2474, standard error 0.0025
  triangular, 12 sites per edge, 1000 samples: mean 0.3424, spread 0.0439
  triangular, 40 sites per edge, 500 samples: mean 0.3439, spread 0.0185
  triangular, extrapolated: 0.3450, standard error 0.0019
Counts per site at the measured threshold, and shifts from 1/3
  cubic, 64000 sites: clusters 0.2776, loops 0.0188
    shift by clusters -0.0925, by loops +0.0063, rebuilt threshold 0.2471
  triangular, 62500 sites: clusters 0.1152, loops 0.1502
    shift by clusters -0.0384, by loops +0.0501, rebuilt threshold 0.3450
Cubic lattice, 40 sites per edge, p = 0.30: open bonds per site
  all sites 1.786, largest cluster 2.170, other sites 0.872
  share of sites in the largest cluster 0.704
Relative permeability, cubic, 20 sites per edge, 10 samples each
  p = 0.2000: solved -0.0000, standard error 0.0000, EMT 0.0000
  p = 0.3000: solved 0.0186, standard error 0.0007, EMT 0.0000
  p = 0.3333: solved 0.0461, standard error 0.0013, EMT 0.0000
  p = 0.4000: solved 0.1185, standard error 0.0017, EMT 0.1000
  p = 0.6000: solved 0.3973, standard error 0.0022, EMT 0.4000
  p = 0.9000: solved 0.8527, standard error 0.0021, EMT 0.8500
Tree with z = 6 and its far ends held at one potential
  neighbour resistance, hence EMT threshold: 0.3333
  true threshold 1/(z-1): 0.2000
  p = 0.18: mean branch conductance 0.0000, conducting share 0.0000
  p = 0.25: mean branch conductance 0.0186, conducting share 0.1143
\end{verbatim}
